# Surface Electric Field of an EUV Mirror and Its Reflection Phase: a program that tests the result

```python
# RESULT UNDER TEST
# A mirror of reflectance R and reflection phase phi has the surface electric
# intensity F = 1 + R + 2 sqrt(R) cos(phi), relative to the incident wave.
# For R = 0.70 its limits are (1-sqrt(R))^2 and (1+sqrt(R))^2.
# Symbols: r = sqrt(R) exp(i phi), electric reflection amplitude at the surface;
# k = vacuum wavenumber; time factor exp(-i omega t); lengths in nm.
# Multilayer indices are round model values in the regime of Mo/Si EUV mirrors.
import cmath
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

R = 0.70
rho = np.sqrt(R)
wavelength = 13.5
k = 2 * np.pi / wavelength
n_absorber = 0.92 + 0.006j
n_spacer = 0.999 + 0.002j
n_film = 0.96 + 0.007j
periods = 50


def intensity_formula(reflectance, phase):
    return 1 + reflectance + 2 * np.sqrt(reflectance) * np.cos(phase)


def make_stack(cap, fraction):
    """Layers from top to bottom; period meets the Bragg condition at 13.5 nm."""
    mean_index = fraction * n_absorber.real + (1 - fraction) * n_spacer.real
    period = wavelength / (2 * mean_index)
    pair = [(n_absorber, fraction * period),
            (n_spacer, (1 - fraction) * period)]
    return [(n_spacer, cap)] + pair * periods


def reflection_amplitude(layers, wl=wavelength):
    """Recursion of interface reflections, from the substrate upward."""
    indices = [1.0] + [layer[0] for layer in layers] + [n_spacer]
    amplitude = 0j
    for j in range(len(layers), -1, -1):
        upper, lower = indices[j], indices[j + 1]
        if j < len(layers):
            amplitude *= cmath.exp(4j * np.pi * lower * layers[j][1] / wl)
        step = (upper - lower) / (upper + lower)
        amplitude = (step + amplitude) / (1 + step * amplitude)
    return amplitude


def surface_field(layers, wl=wavelength):
    """Field and slope/k at the top, from the wave equation in each layer."""
    field, slope = 1.0 + 0j, 1j * n_spacer
    for index, thickness in reversed(layers):
        angle = 2 * np.pi * index * thickness / wl
        c, s = cmath.cos(angle), cmath.sin(angle)
        field, slope = c * field - s * slope / index, index * s * field + c * slope
    return field, slope


def incident_amplitude(field, slope):
    return (field - 1j * slope) / 2


def direct_intensity(layers, wl=wavelength):
    field, slope = surface_field(layers, wl)
    return abs(field / incident_amplitude(field, slope)) ** 2


def net_flux(field, slope):
    return (field.conjugate() * slope).imag


def tuned_fraction(cap):
    """Absorber fraction that holds the reflectance at R for this top layer."""
    return brentq(lambda g: abs(reflection_amplitude(make_stack(cap, g))) ** 2 - R,
                  0.10, 0.40, xtol=1e-13)


def tuned_intensity(cap):
    return direct_intensity(make_stack(cap, tuned_fraction(cap)))


# Real oscillating fields averaged over one cycle, against the phase formula.
cycle = np.linspace(0, 2 * np.pi, 400, endpoint=False)
phases = np.linspace(0, 2 * np.pi, 720, endpoint=False)
total = np.cos(cycle)[None, :] + rho * np.cos(cycle[None, :] - phases[:, None])
cycle_intensity = np.mean(total**2, axis=1) / np.mean(np.cos(cycle)**2)
assert np.allclose(cycle_intensity, intensity_formula(R, phases), atol=1e-12)
lower_limit, upper_limit = (1 - rho)**2, (1 + rho)**2
assert abs(cycle_intensity.min() - lower_limit) < 1e-10
assert abs(cycle_intensity.max() - upper_limit) < 1e-10
assert abs(cycle_intensity.mean() - (1 + R)) < 1e-10
assert round(lower_limit, 3) == 0.027 and round(upper_limit, 2) == 3.37

# Search a family of physical multilayers, all with the same reflectance.
caps = np.arange(1.0, 8.01, 0.25)
scan = np.array([tuned_intensity(cap) for cap in caps])
mirrors = {}
for name, sign, start in (("node", 1, caps[scan.argmin()]),
                          ("antinode", -1, caps[scan.argmax()])):
    found = minimize_scalar(lambda cap: sign * tuned_intensity(cap),
                            bounds=(start - 0.5, start + 0.5), method="bounded",
                            options={"xatol": 1e-7})
    cap = found.x
    fraction = tuned_fraction(cap)
    layers = make_stack(cap, fraction)
    r = reflection_amplitude(layers)
    field, slope = surface_field(layers)
    incident = incident_amplitude(field, slope)
    value = direct_intensity(layers)
    flux = net_flux(field, slope) / abs(incident)**2
    limit = lower_limit if name == "node" else upper_limit
    assert abs(value - limit) < 1e-6
    assert abs(value - intensity_formula(abs(r)**2, cmath.phase(r))) < 1e-8
    assert abs(flux - (1 - R)) < 1e-8
    mirrors[name] = dict(cap=cap, fraction=fraction, layers=layers, r=r,
                         value=value, flux=flux)

# The formula must also hold away from the two extremes.
for cap in caps[::4]:
    layers = make_stack(cap, 0.33)
    r = reflection_amplitude(layers)
    assert abs(direct_intensity(layers)
               - intensity_formula(abs(r)**2, cmath.phase(r))) < 1e-8

# Thickness error that doubles the node intensity.
doubling_phase = (1 - rho) / R**0.25
doubling_thickness = doubling_phase * wavelength / (4 * np.pi * n_spacer.real)
node = mirrors["node"]
shifted = [direct_intensity(make_stack(node["cap"] + sign * doubling_thickness,
                                       node["fraction"])) for sign in (-1, 1)]
doubling_ratio = np.mean(shifted) / node["value"]
assert abs(doubling_ratio - 2) < 0.06  # quartic term and weak top-layer loss

# Absorption in a real film from flux loss, against the standing-wave estimate.
film_results = []
for thickness in (0.3, 1.0):
    for name, mirror in mirrors.items():
        below = surface_field(mirror["layers"])
        above = surface_field([(n_film, thickness)] + mirror["layers"])
        absorbed = ((net_flux(*above) - net_flux(*below))
                    / abs(incident_amplitude(*above))**2)
        phase = cmath.phase(mirror["r"])
        mean_intensity = (1 + R + 2 * rho * np.cos(phase + k * thickness)
                          * np.sin(k * thickness) / (k * thickness))
        estimate = k * (n_film**2).imag * thickness * mean_intensity
        assert abs(absorbed / estimate - 1) < 0.05  # film is weak, not zero
        film_results.append((thickness, name, mean_intensity, absorbed, estimate))

# p polarization: obtain E from numerical derivatives of the magnetic field.
theta = np.deg2rad(6.0)
p_results = {}
for name, mirror in mirrors.items():
    r = mirror["r"]

    def magnetic(x, depth):
        side, down = k * np.sin(theta) * x, k * np.cos(theta) * depth
        return cmath.exp(1j * (side + down)) - r * cmath.exp(1j * (side - down))

    h = 1e-4
    dx = (magnetic(h, 0) - magnetic(-h, 0)) / (2 * h * k)
    dd = (magnetic(0, h) - magnetic(0, -h)) / (2 * h * k)
    direct_p = abs(dx)**2 + abs(dd)**2
    formula_p = 1 + R + 2 * rho * np.cos(cmath.phase(r)) * np.cos(2 * theta)
    assert abs(direct_p - formula_p) < 1e-6
    p_results[name] = direct_p

# Flat 2 percent band with constant indices, and gentle surface height variation.
band = wavelength * np.linspace(0.99, 1.01, 201)
sigma = 0.2
nodes, weights = np.polynomial.hermite.hermgauss(11)
band_results, rough_results = {}, {}
for name, mirror in mirrors.items():
    spectrum = np.array([direct_intensity(mirror["layers"], wl) for wl in band])
    band_results[name] = np.sum((spectrum[1:] + spectrum[:-1]) / 2) / 200
    heights = [direct_intensity(make_stack(mirror["cap"] + np.sqrt(2) * sigma * u,
                                           mirror["fraction"])) for u in nodes]
    averaged = np.dot(weights, heights) / np.sqrt(np.pi)
    estimate = (1 + R + 2 * rho * np.cos(cmath.phase(mirror["r"]))
                * np.exp(-2 * k**2 * sigma**2))
    assert abs(averaged / estimate - 1) < 0.05  # top layer differs from vacuum
    rough_results[name] = (averaged, estimate)

# The neglected effects must raise the node and lower the antinode.
for results in (p_results, band_results,
                {name: pair[0] for name, pair in rough_results.items()}):
    assert results["node"] > 1.2 * lower_limit
    assert 0.8 * upper_limit < results["antinode"] < upper_limit

energy = constants.h * constants.c / (wavelength * 1e-9 * constants.e)
print(f"Reflectance R = {R:.2f}; amplitude sqrt(R) = {rho:.5f}")
print(f"Wavelength = {wavelength:.1f} nm; photon energy = {energy:.2f} eV")
print(f"Vacuum wavenumber k = {k:.5f} 1/nm")
print(f"Minimum F = {lower_limit:.5f}; maximum F = {upper_limit:.5f}")
print(f"Maximum/minimum = {upper_limit/lower_limit:.1f}; phase mean = {1+R:.2f}")
for degrees in (0, 60, 90, 120, 180):
    print(f"Phase {degrees:3d} deg: F = {cycle_intensity[2*degrees]:.4f}")
print(f"Absorber index = {n_absorber:.3f}; spacer/top/substrate = {n_spacer:.3f}")
print(f"Number of periods = {periods}")
print(f"Top-layer scan = {caps[0]:.2f} to {caps[-1]:.2f} nm")
for name, mirror in mirrors.items():
    mean_n = (mirror["fraction"] * n_absorber.real
              + (1 - mirror["fraction"]) * n_spacer.real)
    print(f"{name}: top layer = {mirror['cap']:.3f} nm; "
          f"absorber fraction = {mirror['fraction']:.4f}")
    print(f"{name}: period = {wavelength/(2*mean_n):.4f} nm; "
          f"R = {abs(mirror['r'])**2:.5f}")
    print(f"{name}: |phase| = {abs(np.rad2deg(cmath.phase(mirror['r']))):.2f} deg; "
          f"F = {mirror['value']:.5f}; net flux = {mirror['flux']:.5f}")
print(f"Node-doubling phase error = {doubling_phase:.4f} rad")
print(f"Node-doubling thickness error = {doubling_thickness:.4f} nm")
print(f"Computed intensity ratio at that error = {doubling_ratio:.4f}")
print(f"Contamination-film index = {n_film:.3f}")
for thickness, name, mean_intensity, absorbed, estimate in film_results:
    print(f"Film {thickness:.1f} nm, {name}: mean F = {mean_intensity:.4f}")
    print(f"  absorbed = {100*absorbed:.5f} %; estimate = {100*estimate:.5f} %")
print(f"p-polarization angle = {np.rad2deg(theta):.1f} deg")
print(f"Surface height variation sigma = {sigma:.1f} nm")
print(f"Flat band = {band[0]:.3f} to {band[-1]:.3f} nm")
for name in mirrors:
    print(f"{name}: p-polarized F = {p_results[name]:.4f}")
    print(f"{name}: band-averaged F = {band_results[name]:.4f}")
    print(f"{name}: height-averaged F = {rough_results[name][0]:.4f}; "
          f"estimate = {rough_results[name][1]:.4f}")
print("PASS")
```

Printed output:

```
Reflectance R = 0.70; amplitude sqrt(R) = 0.83666
Wavelength = 13.5 nm; photon energy = 91.84 eV
Vacuum wavenumber k = 0.46542 1/nm
Minimum F = 0.02668; maximum F = 3.37332
Maximum/minimum = 126.4; phase mean = 1.70
Phase   0 deg: F = 3.3733
Phase  60 deg: F = 2.5367
Phase  90 deg: F = 1.7000
Phase 120 deg: F = 0.8633
Phase 180 deg: F = 0.0267
Absorber index = 0.920+0.006j; spacer/top/substrate = 0.999+0.002j
Number of periods = 50
Top-layer scan = 1.00 to 8.00 nm
node: top layer = 4.241 nm; absorber fraction = 0.2537
node: period = 6.8951 nm; R = 0.70000
node: |phase| = 180.00 deg; F = 0.02668; net flux = 0.30000
antinode: top layer = 7.568 nm; absorber fraction = 0.2700
antinode: period = 6.9041 nm; R = 0.70000
antinode: |phase| = 0.00 deg; F = 3.37332; net flux = 0.30000
Node-doubling phase error = 0.1786 rad
Node-doubling thickness error = 0.1920 nm
Computed intensity ratio at that error = 1.9993
Contamination-film index = 0.960+0.007j
Film 0.3 nm, node: mean F = 0.0483
  absorbed = 0.00906 %; estimate = 0.00907 %
Film 0.3 nm, antinode: mean F = 3.3517
  absorbed = 0.62787 %; estimate = 0.62896 %
Film 1.0 nm, node: mean F = 0.2581
  absorbed = 0.15965 %; estimate = 0.16143 %
Film 1.0 nm, antinode: mean F = 3.1419
  absorbed = 1.97914 %; estimate = 1.96536 %
p-polarization angle = 6.0 deg
Surface height variation sigma = 0.2 nm
Flat band = 13.365 to 13.635 nm
node: p-polarized F = 0.0632
node: band-averaged F = 0.1189
node: height-averaged F = 0.0554; estimate = 0.0554
antinode: p-polarized F = 3.3368
antinode: band-averaged F = 3.2569
antinode: height-averaged F = 3.3447; estimate = 3.3446
PASS
```
